# Shift-and-splice asymptotic correction with Casida–Salahub and gradient-regulated switching: test program

```python
"""Shift-and-splice asymptotic correction of a GGA potential, free Pd atom.

Result under test: with Delta = I + e_HOMO(PBE), the potential PBE - Delta is
joined to the LB94 potential (tail -1/r) by
  CS   : max(PBE - Delta, LB94)                       (Casida-Salahub)
  GRAC : (1-f)(PBE - Delta) + f LB94,  f = 1/(1+exp(-a(x-b))),
         x = |grad n| / n^(4/3)                       (gradient-regulated)
The HOMO then lies at -I plus a leakage caused by the splice.
Symbols: n density, logd = n'/n, u radial orbital, r radius, q removed charge.
Hartree atomic units. Nonrelativistic, spherical, PBE; 4d10 atom, 4d9 ion.
"""
import numpy as np
from numpy.polynomial.legendre import Legendre, leggauss
from scipy.linalg import eigh
from scipy.special import expit
from scipy.constants import physical_constants
from pyscf.dft import libxc

EV = physical_constants["Hartree energy in eV"][0]
Z = 46
BETA_LB, GRAC_A, GRAC_B = 0.05, 0.5, 40.0
SHELLS = ((0, 4), (1, 3), (2, 2))       # (l, number of occupied shells)

# ---- radial spectral elements with Gauss-Lobatto nodes ----
edges = np.array([0, .04, .1, .2, .35, .6, .9, 1.3, 1.8, 2.4, 3, 3.6, 4.2, 4.8,
                  5.4, 6, 6.6, 7.3, 8.2, 9.5, 11.5, 14, 16.5, 19, 22, 26, 32,
                  44, 60, 80, 110, 150, 200.0])
P = 8
leg = Legendre.basis(P)
xi = np.concatenate(([-1.0], np.sort(leg.deriv().roots().real), [1.0]))
pv = leg(xi)
wi = 2 / (P * (P + 1) * pv**2)
dif = xi[:, None] - xi[None, :] + np.eye(P + 1)
D = pv[:, None] / pv[None, :] / dif
np.fill_diagonal(D, 0.0)
np.fill_diagonal(D, -D.sum(axis=1))
NG = (len(edges) - 1) * P + 1
r, M = np.zeros(NG), np.zeros(NG)
K, G = np.zeros((NG, NG)), np.zeros((NG, NG))
for e in range(len(edges) - 1):
    h = edges[e + 1] - edges[e]
    ix = np.arange(e * P, e * P + P + 1)
    r[ix] = edges[e] + h * (xi + 1) / 2
    M[ix] += wi * h / 2
    K[np.ix_(ix, ix)] += (D.T * wi) @ D / h      # half the stiffness matrix
    G[np.ix_(ix, ix)] += wi[:, None] * D
G /= M[:, None]                                  # derivative d/dr
r[0] = 0.0
rd = r.copy()
rd[0] = r[1]                                     # safe divisor at the origin
VOL = 4 * np.pi * r**2 * M
inner = slice(1, NG - 1)
S = 1 / np.sqrt(M[inner])
T0 = S[:, None] * K[inner, inner] * S[None, :]
KINV = np.linalg.inv(K[inner, inner])


def hamiltonian(v, l):
    return T0 + np.diag(l * (l + 1) / (2 * r[inner]**2) + v[inner])


def orbitals(v, l, count):
    eps, c = eigh(hamiltonian(v, l), subset_by_index=[0, count - 1])
    u = np.zeros((NG, count))
    u[inner] = c * S[:, None]
    return eps, u


def spin_density(v, top, tail_charge):
    """One spin channel; top = occupation of 4d; analytic far tail.

    The tail solves the 4d equation for -Q/r + offset/r^2 to order 1/r.
    """
    n, dn, kin = np.zeros(NG), np.zeros(NG), 0.0
    for l, count in SHELLS:
        eps, u = orbitals(v, l, count)
        for k in range(count):
            occ = top if (l == 2 and k == 1) else 2 * l + 1
            R = u[:, k] / rd
            R[0] = G[0] @ u[:, k]
            n += occ * R**2 / (4 * np.pi)
            dn += occ * 2 * R * (G @ R) / (4 * np.pi)
            kin += occ * (eps[k] - np.sum(M * v * u[:, k]**2))
    e4d = eps[1]
    j = int(np.argmax((r > 5) & (4 * np.pi * r**2 * n < 1e-11)))
    kap = np.sqrt(max(-2 * e4d, 0.02))
    nu = tail_charge / kap
    t = r[j - 1:]
    offset = np.clip(t[0]**2 * (v[j - 1] + tail_charge / t[0]), 0.0, 10.0)
    c = (6 + 2 * offset - nu * (nu - 1)) / (2 * kap)
    log_tail = 2 * (nu - 1) * np.log(t) - 2 * kap * t + 2 * np.log(1 + c / t)
    slope = 2 * (nu - 1) / t - 2 * kap - 2 * c / (t**2 * (1 + c / t))
    logd = np.empty(NG)
    logd[:j] = dn[:j] / n[:j]
    logd[j:] = slope[1:]
    n[j:] = n[j - 1] * np.exp(log_tail[1:] - log_tail[0])
    return n, logd, e4d, kin


def hartree(n):
    total = np.sum(VOL * n)
    rhs = 0.5 * M * 4 * np.pi * r * n
    U = np.zeros(NG)
    U[-1] = total
    U[inner] = KINV @ (rhs[inner] - K[inner, -1] * total)
    v = U / rd
    v[0] = v[1]
    return v


def pbe(nu, du, nd, dd):
    """Spin potentials and energy; du, dd are radial derivatives."""
    rho = np.zeros((2, 4, NG))
    rho[0, 0], rho[0, 1], rho[1, 0], rho[1, 1] = nu, du, nd, dd
    exc, vxc = libxc.eval_xc("PBE,PBE", rho, 1, deriv=1)[:2]
    vr, vs = vxc[0], vxc[1]
    pots = []
    for s, g in enumerate((2 * vs[:, 0] * du + vs[:, 1] * dd,
                           2 * vs[:, 2] * dd + vs[:, 1] * du)):
        pots.append(vr[:, s] - (G @ g + 2 * g / rd))
    return pots, np.sum(VOL * (nu + nd) * exc)


def lb94(n_spin, logd):
    """LB94 potential of a closed shell from one spin density."""
    v_lda = libxc.eval_xc("LDA,VWN", 2 * n_spin, 0, deriv=1)[1][0]
    v_lda = np.asarray(v_lda).reshape(-1)
    x = np.abs(logd) / np.cbrt(n_spin)
    return v_lda - BETA_LB * np.abs(logd) * x / (
        1 + 3 * BETA_LB * x * np.arcsinh(x))


def reduced_gradient(n_spin, logd):
    return np.abs(logd) / np.cbrt(2 * n_spin)


def splice(model, bulk, n_spin, logd):
    outer = lb94(n_spin, logd)
    if model == "LB94":
        return outer
    if model == "CS":
        return np.maximum(bulk, outer)
    f = expit(GRAC_A * (reduced_gradient(n_spin, logd) - GRAC_B))
    return (1 - f) * bulk + f * outer


def ks_map(v, tops, model, shift):
    closed = len(tops) == 1
    electrons = 36 + sum(tops) * (2 if closed else 1)
    tail = Z - electrons + (0 if model == "PBE" else 1)
    ch = [spin_density(v[s], tops[s], tail) for s in range(len(tops))]
    up, dn = ch[0], ch[-1]
    n = up[0] + dn[0]
    vh = hartree(n)
    pots, exc = pbe(up[0], up[0] * up[1], dn[0], dn[0] * dn[1])
    if model == "PBE":
        vxc = pots[:len(tops)]
    else:
        vxc = [splice(model, pots[0] - shift, up[0], up[1])]
    energy = (up[3] + dn[3] + np.sum(VOL * n * (-Z / rd + 0.5 * vh)) + exc)
    out = np.array([-Z / rd + vh + p for p in vxc])
    return out, dict(E=energy, homo=dn[2], n=up[0], logd=up[1], vxc=vxc[0])


def scf(tops, model, start, shift=0.0):
    """Anderson-accelerated iteration of the effective potential."""
    x = np.array([start] * len(tops))
    wt = np.sqrt(np.tile(M * r * np.exp(-r / 2), len(tops)))
    xs, fs, mix = [], [], 0.3
    for it in range(120):
        out, info = ks_map(x, tops, model, shift)
        f = (out - x).ravel()
        if np.linalg.norm(wt * f) < 2e-6:
            return out, info
        xs.append(x.ravel().copy())
        fs.append(f)
        xs, fs = xs[-7:], fs[-7:]
        new = xs[-1] + mix * f
        if it > 3:
            dx = np.array([xs[-1] - a for a in xs[:-1]]).T
            df = np.array([f - a for a in fs[:-1]]).T
            gam = np.linalg.lstsq(wt[:, None] * df, wt * f, rcond=1e-10)[0]
            new = new - (dx + mix * df) @ gam
        x = new.reshape(x.shape)
    raise AssertionError("self-consistency not reached: " + model)


# ---- solver against hydrogenic levels, deep and Rydberg ----
for l, k, nq in ((0, 0, 1), (2, 1, 4)):
    ref = -Z**2 / (2 * nq**2)
    assert abs(orbitals(-Z / rd, l, k + 1)[0][k] / ref - 1) < 1e-7
e_hyd = orbitals(-1 / rd, 1, 6)[0]
hyd_defect = max(abs(nq - 1 / np.sqrt(-2 * e_hyd[nq - 2]))
                 for nq in (4, 5, 6, 7))
assert hyd_defect < 1e-3

# ---- LB94 tail of an exponential spin density: -1/(r + C) ----
kappa, amp = 2.0, 1 / np.pi
r_test = np.array([40.0, 80.0])
C_off = (3 * np.log(2 * kappa) - np.log(amp)) / kappa
v_test = lb94(amp * np.exp(-kappa * r_test), np.full(2, -kappa))
assert np.allclose(v_test, -1 / (r_test + C_off), rtol=1e-8)

# ---- PBE atom, ion, ionization energy and shift ----
guess = -(1 + (Z - 1) / (4 * np.expm1(np.minimum(r / 0.9, 300)) + 1)) / rd
v_pbe, atom = scf((5,), "PBE", guess)
v_ion, ion = scf((5, 4), "PBE", v_pbe[0])
I = ion["E"] - atom["E"]
v0 = v_pbe[0]
e_d, u_d = orbitals(v0, 2, 2)
e_pbe, u4d = e_d[1], u_d[:, 1]
Delta = I + e_pbe
assert Delta > 0

# Janak integral over the removed charge, against the energy difference
gq, gw = leggauss(2)
q_pts = (gq + 1) / 2
e_q = [scf((5, 5 - q), "PBE", v0)[1]["homo"] for q in q_pts]
I_janak = -np.dot(gw / 2, e_q)
assert abs(I_janak - I) < 1e-3
assert e_pbe > e_q[0] > e_q[1]

# ---- PBE potential as functional derivative; kernel symmetry ----
n_s, logd = atom["n"], atom["logd"]
bumps = [n_s * np.exp(-4 * (r - c)**2) for c in (2.0, 2.5)]


def changed(eta, step):
    return n_s + step * eta, n_s * logd + step * (G @ eta)


def pbe_at(eta, step):
    a, da = changed(eta, step)
    return pbe(a, da, a, da)


def lb_at(eta, step):
    a, da = changed(eta, step)
    return lb94(a, da / a)


hs = 1e-3
dE = (pbe_at(bumps[0], hs)[1] - pbe_at(bumps[0], -hs)[1]) / (2 * hs)
dE_pot = 2 * np.sum(VOL * atom["vxc"] * bumps[0])
assert abs(dE / dE_pot - 1) < 1e-4


def asymmetry(pot):
    resp = [(pot(b, hs) - pot(b, -hs)) / (2 * hs) for b in bumps]
    k12 = np.sum(VOL * bumps[1] * resp[0])
    k21 = np.sum(VOL * bumps[0] * resp[1])
    return abs(k12 - k21) / (0.5 * abs(k12 + k21))


asym_pbe = asymmetry(lambda b, s: pbe_at(b, s)[0][0])
asym_lb = asymmetry(lb_at)
assert asym_pbe < 2e-3 and asym_lb > 0.05

# ---- geometry of the two joins at the PBE density ----
bulk = atom["vxc"] - Delta
outer = lb94(n_s, logd)
gap = outer - bulk
cross = [i for i in range(1, NG - 1) if gap[i] * gap[i + 1] < 0]
r_cross = [r[i] - gap[i] * (r[i + 1] - r[i]) / (gap[i + 1] - gap[i])
           for i in cross]
kink = (gap[cross[-1] + 1] - gap[cross[-1]]) / (r[cross[-1] + 1] - r[cross[-1]])
assert gap[1] > 0            # the GGA singularity hands the nucleus to LB94
xg = reduced_gradient(n_s, logd)
zone = (r > 3) & (r < 15)
assert np.all(np.diff(xg[zone]) > 0)
half = np.log(9) / GRAC_A
r10, r_mid, r90 = np.interp([GRAC_B - half, GRAC_B, GRAC_B + half],
                            xg[zone], r[zone])
width_law = 6 * np.log(9) / (GRAC_A * GRAC_B
                             * abs(np.interp(r_mid, r, logd)))
assert abs((r90 - r10) / width_law - 1) < 0.2
f_sw = expit(GRAC_A * (xg - GRAC_B))

# ---- frozen-density leakage: eigenvalue against coupling integral ----
lam, lw = leggauss(6)
frozen, first = {}, {}
pot_frozen = {m: splice(m, bulk, n_s, logd) for m in ("CS", "GRAC")}
for m in ("CS", "GRAC"):
    w = pot_frozen[m] - bulk
    frozen[m] = orbitals(v0 - Delta + w, 2, 2)[0][1]
    first[m] = np.sum(M * w * u4d**2)
    path = 0.0
    for a, b in zip((lam + 1) / 2, lw / 2):
        ua = orbitals(v0 - Delta + a * w, 2, 2)[1][:, 1]
        path += b * np.sum(M * w * ua**2)
    assert abs(frozen[m] + I - path) < 1e-6
w_cs = pot_frozen["CS"] - bulk
for l, count in SHELLS:
    low = orbitals(v0, l, count)[0] - Delta
    assert np.all(orbitals(v0 - Delta + w_cs, l, count)[0] >= low - 1e-6)

# ---- self-consistent corrected potentials ----
runs = {"PBE": (v_pbe, atom)}
for m in ("CS", "GRAC", "LB94"):
    runs[m] = scf((5,), m, v0, Delta)
homo, e5s, bound, defects, ritz = {}, {}, {}, {}, {}
for m, (v, info) in runs.items():
    homo[m] = orbitals(v[0], 2, 2)[0][1]
    e5s[m] = orbitals(v[0], 0, 5)[0][4]
    ep = eigh(hamiltonian(v[0], 1), eigvals_only=True)
    bound[m] = int(np.sum(ep < 0)) - 3
    if m != "PBE":
        d6, d7, d8 = [k + 2 - 1 / np.sqrt(-2 * ep[k]) for k in (4, 5, 6)]
        defects[m] = (d6, d7, d8)
        # defect linear in energy through 6p and 7p, evaluated at 8p
        ritz[m] = d7 + (d7 - d6) * (ep[6] - ep[5]) / (ep[5] - ep[4])
    assert e5s[m] > homo[m]                      # 4d10 obeys aufbau filling
for m in ("CS", "GRAC"):
    assert abs(homo[m] + I) < abs(homo["PBE"] + I)
    assert bound[m] > bound["PBE"]
    d6, d7, d8 = defects[m]
    assert abs(d8 - d7) < abs(d7 - d6)           # the defect settles
    assert abs(ritz[m] - d8) < abs(d7 - d8)      # and follows the energy
    i150 = int(np.argmin(abs(r - 150)))
    assert abs(r[i150] * runs[m][1]["vxc"][i150] + 1) < 0.05
i14 = int(np.argmin(abs(r - 14)))
assert abs(r[i14] * atom["vxc"][i14]) < 0.2      # no Coulomb tail in PBE

# ---- report ----
print(f"Pd atom, Z = {Z}; radial nodes {NG}; box {r[-1]:.0f} bohr")
print(f"largest hydrogen p defect on grid, n=4..7: {hyd_defect:.1e}")
print(f"E(Pd)  PBE = {atom['E']:.4f} Ha")
print(f"E(Pd+) PBE = {ion['E']:.4f} Ha")
print(f"I from energies = {I:.4f} Ha = {I*EV:.3f} eV")
print(f"I from Janak integral = {I_janak:.4f} Ha")
print(f"4d level PBE, q=0: {e_pbe:.4f} Ha = {e_pbe*EV:.3f} eV")
for q, e in zip(q_pts, e_q):
    print(f"4d minority level, q={q:.4f}: {e:.4f} Ha")
print(f"Delta = {Delta:.4f} Ha = {Delta*EV:.3f} eV")
print(f"LB94 offset C, hydrogen 1s density = {C_off:.4f} bohr")
print(f"dExc: difference {dE:.6f}, potential {dE_pot:.6f} Ha")
print(f"kernel asymmetry: PBE {asym_pbe:.1e}, LB94 {asym_lb:.3f}")
print("Potentials at PBE density (Ha), r in bohr:")
print("r | PBE | PBE-Delta | LB94 | CS | GRAC | f")
for rr in (1.3, 2.4, 3.6, 4.8, 6.0, 8.2, 14.0):
    i = int(np.argmin(abs(r - rr)))
    print(f"{r[i]:.1f} | {atom['vxc'][i]:.4f} | {bulk[i]:.4f} | {outer[i]:.4f}"
          f" | {pot_frozen['CS'][i]:.4f} | {pot_frozen['GRAC'][i]:.4f}"
          f" | {f_sw[i]:.1e}")
print("CS crossings (bohr): " + ", ".join(f"{a:.4f}" for a in r_cross))
print(f"CS slope jump at last crossing = {kink:.4f} Ha/bohr")
print(f"4d weight beyond last crossing = "
      f"{np.sum((M*u4d**2)[r > r_cross[-1]]):.2f}")
print(f"GRAC centre x=40 at r = {r_mid:.3f} bohr")
print(f"GRAC 10-90% width = {r90-r10:.3f}, law {width_law:.3f} bohr")
print(f"LB94-(PBE-Delta) at centre = {np.interp(r_mid, r, gap):.4f} Ha")
print(f"4d weight beyond GRAC centre = {np.sum((M*u4d**2)[r > r_mid]):.4f}")
for m in ("CS", "GRAC"):
    print(f"{m} frozen: HOMO {frozen[m]:.4f}, leak {frozen[m]+I:.4f}, "
          f"first order {first[m]:.4f} Ha")
for m in runs:
    print(f"{m} SCF: HOMO {homo[m]:.4f} Ha = {homo[m]*EV:.3f} eV; "
          f"HOMO+I {homo[m]+I:.4f} Ha")
for m in runs:
    print(f"{m} SCF: 5s-4d gap {e5s[m]-homo[m]:.4f} Ha; "
          f"empty bound p levels in box {bound[m]}")
for m in defects:
    print(f"{m} quantum defects 6p,7p,8p: "
          + ", ".join(f"{a:.3f}" for a in defects[m])
          + f"; 8p from linear law {ritz[m]:.3f}")
for m in ("CS", "GRAC"):
    print(f"{m} SCF: r*vxc at {r[i150]:.0f} bohr = "
          f"{r[i150]*runs[m][1]['vxc'][i150]:.4f}")
print(f"PBE: r*vxc at {r[i14]:.0f} bohr = {r[i14]*atom['vxc'][i14]:.4f}")
print("OK")
```

Running it gives:

```
Pd atom, Z = 46; radial nodes 257; box 200 bohr
largest hydrogen p defect on grid, n=4..7: 1.2e-08
E(Pd)  PBE = -4939.7934 Ha
E(Pd+) PBE = -4939.4595 Ha
I from energies = 0.3339 Ha = 9.087 eV
I from Janak integral = 0.3339 Ha
4d level PBE, q=0: -0.1511 Ha = -4.111 eV
4d minority level, q=0.2113: -0.2235 Ha
4d minority level, q=0.7887: -0.4443 Ha
Delta = 0.1829 Ha = 4.976 eV
LB94 offset C, hydrogen 1s density = 2.6518 bohr
dExc: difference -2.203733, potential -2.203733 Ha
kernel asymmetry: PBE 1.7e-07, LB94 5.797
Potentials at PBE density (Ha), r in bohr:
r | PBE | PBE-Delta | LB94 | CS | GRAC | f
1.3 | -0.8936 | -1.0765 | -1.1738 | -1.0765 | -1.0765 | 1.4e-08
2.4 | -0.3251 | -0.5080 | -0.5545 | -0.5080 | -0.5080 | 1.1e-07
3.6 | -0.1519 | -0.3348 | -0.3183 | -0.3183 | -0.3348 | 2.3e-06
4.8 | -0.0894 | -0.2723 | -0.2130 | -0.2130 | -0.2722 | 4.7e-04
6.0 | -0.0556 | -0.2385 | -0.1557 | -0.1557 | -0.1693 | 8.4e-01
8.2 | -0.0209 | -0.2038 | -0.1014 | -0.1014 | -0.1014 | 1.0e+00
14.0 | -0.0016 | -0.1845 | -0.0539 | -0.0539 | -0.0539 | 1.0e+00
CS crossings (bohr): 0.0057, 0.7343, 1.0162, 3.2155
CS slope jump at last crossing = 0.0446 Ha/bohr
4d weight beyond last crossing = 0.05
GRAC centre x=40 at r = 5.832 bohr
GRAC 10-90% width = 0.473, law 0.430 bohr
LB94-(PBE-Delta) at centre = 0.0805 Ha
4d weight beyond GRAC centre = 0.0020
CS frozen: HOMO -0.3242, leak 0.0098, first order 0.0099 Ha
GRAC frozen: HOMO -0.3338, leak 0.0002, first order 0.0002 Ha
PBE SCF: HOMO -0.1511 Ha = -4.111 eV; HOMO+I 0.1829 Ha
CS SCF: HOMO -0.3209 Ha = -8.733 eV; HOMO+I 0.0130 Ha
GRAC SCF: HOMO -0.3295 Ha = -8.965 eV; HOMO+I 0.0045 Ha
LB94 SCF: HOMO -0.3625 Ha = -9.864 eV; HOMO+I -0.0286 Ha
PBE SCF: 5s-4d gap 0.0469 Ha; empty bound p levels in box 1
CS SCF: 5s-4d gap 0.0579 Ha; empty bound p levels in box 11
GRAC SCF: 5s-4d gap 0.0518 Ha; empty bound p levels in box 11
LB94 SCF: 5s-4d gap 0.0805 Ha; empty bound p levels in box 11
CS quantum defects 6p,7p,8p: 2.660, 2.567, 2.536; 8p from linear law 2.525
GRAC quantum defects 6p,7p,8p: 2.716, 2.618, 2.586; 8p from linear law 2.575
LB94 quantum defects 6p,7p,8p: 2.699, 2.611, 2.580; 8p from linear law 2.572
CS SCF: r*vxc at 150 bohr = -0.9769
GRAC SCF: r*vxc at 150 bohr = -0.9781
PBE: r*vxc at 14 bohr = -0.0222
OK
```
